# Disturb at one third of the write voltage under the Merz law

## Problem

A ferroelectric memory array is written with a voltage $V$ on the selected cell, while each unselected cell receives a voltage of magnitude $V/3$. The switching time follows the Merz law

$$t(E)=t_0\,e^{E_a/E},$$

where $E$ is the magnitude of the field in the film, $E_a$ the activation field and $t_0$ a constant time. The field is proportional to the cell voltage, and $t_0$ and $E_a$ are the same at both voltages. The Merz exponent at the write voltage is

$$B=\frac{E_a}{E_w}=8,\qquad E_w=E(V).$$

(a) By what factor is switching slower at $V/3$ than at $V$?

(b) The film is 10 nm thick, $V=10$ V, and the switching time at $V$ is 100 µs. Write pulses last 200 µs. How many disturb pulses reverse 1 % of an unselected cell?

## A tempting solution

An exponent of 8 suggests a steep power law. The Merz law seems to confirm this, because its slope on logarithmic axes is

$$\frac{d\ln t}{d\ln E}=E\,\frac{d}{dE}\left(\ln t_0+\frac{E_a}{E}\right)=-\frac{E_a}{E},$$

which equals $-8$ at the write field. So $t\propto E^{-8}$, and a field three times smaller gives

$$\frac{t(V/3)}{t(V)}=3^8=6561 .$$

The disturbed cell would then switch in $6561\times100$ µs, or about 0.66 s.

## Where it fails

The slope is correct at the write field, but it is not constant. At one third of the field it is $-E_a/(E_w/3)=-24$. The power law is the tangent to the Merz curve at $E_w$, and the tempting solution follows this tangent far from the point of contact.

Let the voltage be reduced by a factor $k$. The two laws give

$$\ln\frac{t(V/k)}{t(V)}=
\begin{cases}B\ln k & \text{(tangent)}\\ B(k-1) & \text{(Merz law).}\end{cases}$$

For $k=1+\epsilon$ with small $\epsilon$, both are $B\epsilon$ to first order, so the tangent serves for small voltage changes. Since $\ln k<k-1$ for every positive $k\neq1$, it underestimates the time ratio everywhere else. At $k=3$ it gives $8\ln 3\approx8.8$ in place of 16.

## The switching-time ratio

The second line above follows directly from the law. The field at $V/k$ is $E_w/k$, so the exponent there is $E_a/(E_w/k)=kB$. The prefactors cancel:

$$R=\frac{t(V/k)}{t(V)}=\frac{t_0e^{kB}}{t_0e^{B}}=e^{(k-1)B}.$$

With $k=3$ and $B=8$ the exponents are 24 and 8, and

$$R=e^{24-8}=e^{16}\approx8.9\times10^6 .$$

This answers (a). The tangent was wrong by a factor of about 1350. With half-voltage disturb, $k=2$ and the same $B$, the ratio is $e^8\approx2980$. Going from one half to one third of the write voltage therefore gains another factor $e^8$.

The result is sensitive to $B$. From $\ln R=2B$ it follows that $d\ln R=2\,dB$, so an error of 0.5 in $B$ changes $R$ by a factor $e$. The two digits in $R$ have a meaning only because $B=8$ is given.

## Why one third

Define the cell voltage as word-line minus bit-line voltage. The selected word line is at $V$ and the selected bit line at 0. All unselected word lines are at $a$, all unselected bit lines at $b$. The unselected cells then have

- $V-b$ on the selected word line,
- $a$ on the selected bit line,
- $a-b$ on neither.

Let $m$ be the largest of the three magnitudes. Because

$$V=(V-b)+(b-a)+a\le|V-b|+|b-a|+|a|\le3m,$$

$m$ cannot be below $V/3$. Equality requires all three terms of the sum to equal $V/3$, hence $a=V/3$ and $b=2V/3$.

Cells on neither selected line then see $a-b=-V/3$, opposite in sign to the write voltage. A given pulse can therefore disturb a cell on a selected line if it stores the state opposite to the one being written, and a cell on neither line if it stores the same state as the one being written. In the other cases the pulse supports the stored state.

## What the constant prefactor assumes

A simple nucleus shows how a barrier proportional to $1/E$ can arise, and how constant $t_0$ may be. Take a reversed cylinder of radius $r$ through a film of thickness $h$, with wall energy $\sigma$ per area and polarization $P$. Reversal changes the energy density from $+PE$ to $-PE$, a gain of $2PE$. Neglecting depolarization energy,

$$U(r)=2\pi rh\sigma-2PE\,\pi r^2h .$$

Setting $dU/dr=2\pi h\sigma-4\pi PEhr=0$ gives

$$r^*=\frac{\sigma}{2PE},\qquad U^*=\pi h\sigma r^*(2-1)=\frac{\pi\sigma^2h}{2PE}.$$

Here the second term of $U$ was rewritten with $2PEr^*=\sigma$. One third of the field triples the barrier, as the Merz law requires.

To find the prefactor, let the radius diffuse over this barrier. Write $x=r/r^*_w$, with $r^*_w$ the critical radius at the write field, $f=E/E_w$, and $b$ for the write barrier in units of $k_BT$ (a number, not the bit-line voltage). Then

$$u(x)=\frac{U}{k_BT}=b\,(2x-fx^2).$$

With constant diffusivity $D$, the mean change of $x$ in a short time $dt$ is $-Du'dt$ and the mean square change is $2D\,dt$. The mean time $\tau(x)$ to cross the barrier from $x$ must fall on average by $dt$, so

$$D\tau''-Du'\tau'=-1,\quad\text{or}\quad \left(e^{-u}\tau'\right)'=-\frac{e^{-u}}{D}.$$

The radius cannot be negative, so $\tau'(0)=0$. The nucleus counts as escaped at $x_a=2/f$, where $u$ has returned to zero, so $\tau(x_a)=0$. Two integrations give

$$\tau(0)=\frac1D\int_0^{x_a}\!dy\,e^{u(y)}\int_0^{y}\!dz\,e^{-u(z)} .$$

For a high barrier the outer integral comes from the neighbourhood of the maximum. Completing the square, $u(y)=b/f-bf(y-1/f)^2$, and the Gaussian integral is $e^{b/f}\sqrt{\pi/(bf)}$. The inner integral comes from small $z$, where $u\approx2bz$, and equals $1/(2b)$. Thus

$$\tau\approx\frac{e^{b/f}}{2bD}\sqrt{\frac{\pi}{bf}},\qquad
\frac{\tau(f=1/3)}{\tau(f=1)}\approx\sqrt3\,e^{2b}.$$

For $b=8$ this is $1.54\times10^7$. Numerical evaluation of the double integral gives $1.46\times10^7$, which is 5.5 % below the high-barrier law. For $b=16$ the deviation falls to 2.3 %. Most of it comes from the term $-bfz^2$ dropped from $u(z)$: to first order it raises the inner integral by the relative amount

$$2b\int_0^\infty bfz^2e^{-2bz}dz=2b\cdot bf\cdot\frac{2}{(2b)^3}=\frac{f}{2b}.$$

For $b=8$ the ratio is thereby multiplied by $(1+1/48)/(1+1/16)=0.961$, a reduction of 3.9 %.

In this model the prefactor is not constant, and the answer to (a) would rise by a factor of about 1.6. That is small beside $e^{16}$, but it shows that constant $t_0$ is an assumption separate from the $1/E$ exponent.

## From a time ratio to a pulse count

$R$ does not state how many pulses a cell survives, since a small reversed fraction appears long before the switching time. Part (b) needs a model of the reversed fraction.

Assume that reversed domains grow in the film plane from randomly placed seeds, $n$ per area, present from the start. Their walls move at speed $v=v_0e^{-E_a/E}$. A point is still unreversed at time $t$ if no seed lies within the distance $vt$. The mean number of seeds in that circle is $n\pi v^2t^2$, and for random placement the probability of finding none is $e^{-n\pi v^2t^2}$. The reversed fraction is therefore

$$p=1-e^{-(t/t_s)^2},\qquad t_s=\frac{1}{v\sqrt{\pi n}}=\frac{e^{E_a/E}}{v_0\sqrt{\pi n}} .$$

This $t_s$ obeys the Merz law with constant prefactor if $n$ and $v_0$ do not depend on the field. It is the time at which $1-1/e$, or 63 %, has reversed; the 100 µs of the problem is taken in this sense. A write pulse of twice this length reverses $1-e^{-4}=98.2$ % of the selected cell.

Suppose further that domains keep their size between pulses and that pulses supporting the stored state do not shrink them. This is a worst case: if supporting pulses moved the walls back at the same speed, pulses of random sign would make the radius perform a random walk, and the number of pulses needed would be of the order of the square of the count found below. After $N$ harmful pulses of length $t_p$ the stress time is $Nt_p$. Solving for $N$,

$$\left(\frac{Nt_p}{t_d}\right)^2=-\ln(1-p)
\quad\Rightarrow\quad
N=\frac{t_d}{t_p}\sqrt{-\ln(1-p)},$$

with $t_d$ the switching time at $V/3$.

For the film of the problem:

- The write field is 10 V / 10 nm = 10 MV/cm, and the disturb field is 3.33 MV/cm.
- The activation field is $E_a=8\times10=80$ MV/cm.
- The prefactor is $t_0=100\ \text{µs}\times e^{-8}=33.5$ ns.
- The disturb switching time is $t_d=100\ \text{µs}\times8.886\times10^6\approx889$ s.

For $p=0.01$ the square root is $\sqrt{0.01005}=0.1003$, so

$$N=\frac{889\ \text{s}}{200\times10^{-6}\ \text{s}}\times0.1003\approx4.5\times10^5 .$$

This answers (b) within the growth model. The square root comes from the time exponent 2. For exponential kinetics $p=1-e^{-t/t_s}$, as for random crossing of a high barrier, it is replaced by $-\ln(1-p)=0.01005$ and $N\approx4.5\times10^4$, ten times fewer. A simulation with 20,000 random seeds and 200,000 sample points gave a reversed fraction of 1.02 % after this stress and 98.2 % after one write pulse, in agreement with the formula.

The count is twenty times smaller than $R$: a factor of two comes from the pulse length and a factor of ten from the 1 % criterion. It is also reached sooner than the number suggests. Every write anywhere in the array puts $\pm V/3$ on every unselected cell, so $N$ counts all writes of harmful sign since the cell itself was last written. If they follow one another without pause, the limit is reached after 89 s.

## The model beside a real film

The parameters are placed in the regime of ferroelectric AlN, whose coercive field is high and lies close to breakdown. The polarization of 130 µC/cm² used below and a breakdown field of 12 MV/cm are rough values. The write field is then 83 % of breakdown, a thin margin. The model film switches in 1 ms at 7.8 MV/cm. The 80 MV/cm follows from the prescribed $B$ and is not a measured property of AlN, and 100 µs is slow for a memory. The nucleus described above cannot be taken literally here: for a barrier of $8k_BT$ at 300 K and 10 MV/cm its critical radius would be 0.02 nm, and 0.06 nm at the disturb field, both below atomic size. For this film the Merz law is an empirical law, extrapolated over a factor of three in field.

Several assumptions can fail. Each is changed alone below, with the other parameters held fixed.

**Built-in field.** A field of 0.3 MV/cm that aids reversal adds to both fields. The exponents become $80/3.633=22.0$ and $80/10.3=7.8$, and $R$ falls to $1.5\times10^6$. The disturb time falls from 889 s to about 120 s. The offset matters more at the disturb field because it is a larger part of that field and because the exponent it reduces is larger there.

**Temperature.** If switching is thermally activated over a barrier that does not itself depend on temperature, $E_a\propto1/T$. From 300 K to 358 K (85 °C) the exponent difference falls from 16 to $16\times300/358.15=13.4$. Then $R=6.6\times10^5$, and the disturb time is 18 s, about 50 times shorter.

**Form of the law.** If the exponent were $B(E_w/E)^{0.9}$, which still equals 8 at the write field, the difference would be $8(3^{0.9}-1)=13.5$ and $R=7.3\times10^5$. Much of this drop comes from the smaller slope at the write field, $-7.2$ instead of $-8$, which data near that field would show. What such data would hardly reveal is the curvature: within 10 % of $E_w$ a Merz law with $B=7.2$ fits this law to better than 0.01 in $\ln t$, yet it gives $R=e^{14.4}$, about 2.4 times too large. The time at the disturb field therefore has to be measured.

**Spread of activation fields.** Let independent regions have normally distributed $E_a$ with a relative standard deviation of 5 %. One standard deviation shifts the exponent by $0.05\times24=1.2$ at the disturb field, but by 0.4 at the write field. After the stress that reversed 1 % of the uniform cell, 7.1 % is now reversed, because the regions with low $E_a$ switch early. The write pulse reverses 92.5 % instead of 98.2 %. The spread thus harms both operations.

**Tunnelling.** At 10 MV/cm electrons can tunnel from the electrode through a triangular barrier of height $\phi$. With film mass $m$, the semiclassical exponent is

$$G=\frac2\hbar\int_0^{\phi/eE}\!\sqrt{2m(\phi-eEx)}\,dx=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eE}.$$

Assume that the energy of motion parallel to the film is the same in the film as in the electrode, so that $m$ enters only through the motion normal to the film. An electron whose energy of motion normal to the film lies $W$ below the Fermi level then sees the barrier $\phi+W$. To first order its transmission is $e^{-G-W/w}$, with $1/w=dG/d\phi=2\sqrt{2m\phi}/(\hbar eE)$. For free electrons of mass $m_0$ in the electrode at low temperature, the sum over transverse states gives a current $e\,m_0W/(2\pi^2\hbar^3)$ per unit of normal energy, before transmission. Hence

$$J=\frac{em_0}{2\pi^2\hbar^3}e^{-G}\int_0^\infty We^{-W/w}dW=\frac{em_0w^2}{2\pi^2\hbar^3}e^{-G}=\frac{m_0}{m}\,\frac{e^3E^2}{16\pi^2\hbar\phi}\,e^{-G}.$$

With a rough mass $m=0.3\,m_0$, one write pulse passes 0.7 µC/cm² for $\phi=3.5$ eV and about 120 µC/cm² for 3.0 eV. The switching charge is $2P=260$ µC/cm². A flat interface conserves the parallel momentum rather than the parallel energy. An electron with total energy $\varepsilon$ below the Fermi level and parallel energy $E_\parallel$ in the electrode then sees the barrier $\phi+\varepsilon+(m_0/m)E_\parallel$. The integral over both energies gives $w^2m/m_0$ in place of $w^2$, so the factor $m_0/m$ drops out of $J$ and the charges become 0.2 and about 37 µC/cm². In either case half an electronvolt of barrier height decides whether leakage is negligible or a sizeable part of the signal. The estimate leaves out image forces and conduction through defects, and it does not say how much charge stays in the film, where it would act as a built-in field.

The first three changes each lower $R$ by a factor between about 6 and 13. For a film with these parameters, $8.9\times10^6$ is the consequence of the ideal Merz law, and a disturb specification needs the disturb time measured at $V/3$, at the highest temperature of use and in the less favourable stored state. The numerical output that follows gives the values behind most of these figures.

## Table of computed values

```
best unselected word line: 0.3333 V_write
best unselected bit line: 0.6667 V_write
smallest worst disturb: 0.3333 V_write
Merz exponent at write: 8.0
Merz exponent at disturb: 24.0
switching-time ratio, third voltage: 8.8861e+06
switching-time ratio, half voltage: 2981.0
write voltage: 10.0 V
disturb voltage: 3.333 V
film thickness: 10.0 nm
write field: 10.00 MV/cm
disturb field: 3.333 MV/cm
activation field: 80.0 MV/cm
switching time at write: 100.0 us
Merz prefactor t0: 33.55 ns
switching time at disturb: 888.6 s
field that switches in 1 ms: 7.77 MV/cm
write pulse length: 200.0 us
written fraction, formula: 0.9817
written fraction, simulation: 0.9824
tolerated disturbed fraction: 0.0100
pulses to that fraction: 4.454e+05
total disturb time for it: 89.1 s
disturbed fraction, simulation: 0.0102
first-passage ratio, integral: 1.455e+07
first-passage ratio, sqrt(3) law: 1.539e+07
law error at exponent 8: 5.5 %
law error at exponent 16: 2.3 %
polarization (rough): 130 uC/cm2
wall energy of simple nucleus: 52.4 mJ/m2
critical radius at write: 0.0201 nm
critical radius at disturb: 0.0604 nm
built-in field: 0.30 MV/cm
ratio with built-in field: 1.546e+06
disturb time with built-in field: 122.5 s
reference temperature: 300.0 K
hot temperature: 358.15 K
ratio when hot: 6.615e+05
disturb time when hot: 18.05 s
relative spread of Ea: 5.0 %
disturbed fraction with spread: 0.0714
written fraction with spread: 0.9253
alternative field power: 0.90
ratio with that power: 7.316e+05
breakdown field (rough): 12.0 MV/cm
write field / breakdown field: 0.833
tunnelling mass (rough): 0.30 m_e
tunnel charge, 3.0 eV barrier: 123 uC/cm2
tunnel charge, 3.5 eV barrier: 0.673 uC/cm2
switching charge 2P: 260 uC/cm2
```
